**Image energies, transverse shifts and impedance bounds for a bound electron**

The program compares electrostatic and quantized-field energies of an electron of frequency $\omega_0$ at distance $z$ from a perfect mirror, and in a gap $d$ coupled to one mode of frequency $\omega_c$ and impedance $Z$. It asserts that a regulated sum over mirror modes agrees with the Casimir-Polder integral at $2\omega_0z/c=1$, has the expected static limit, and cancels most of the image energy at $2\omega_0z/c=20$. It also asserts the plate image energy, using a finite dipole and the Green function of grounded plates. For an electron in a double well, diagonalization in two gauges must agree and satisfy $0<\Delta E<\min[Z/(4d^2),\,Z\omega_c{\rm Var}(x)/(2d^2)]$ in four cases. Normal-mode matrices test the closed harmonic formula, the fall of the shift per electron from one to 50 electrons, and the open-circuit limit. The output gives a transverse-to-image ratio of 0.0093 at 20 bohr and 0.54 at 2000 bohr for $\omega_0=0.1$ hartree. It also shows that a shift of one photon energy needs at least 87 times the vacuum impedance, about 33 kilohm. Metal losses, electron spill-out, spin and further cavity modes are not included.

## Numerical check

```python
"""Why nonperturbative vacuum shifts are hard to reach.

Result under test (Hartree atomic units, c = 1/alpha, Z0 = 4 pi alpha):
 * mirror at distance z, isotropic harmonic electron of frequency w0:
   image energy -1/(8 w0 z^3), transverse energy alpha/(4 pi z^2) if w0 z << c;
 * one LC mode (frequency wc, impedance Z) across a gap d, any one-electron
   potential: 0 <= shift <= min(Z/(4 d^2), Z wc Var(x)/(2 d^2)).
The shift is counted from the electrostatics of plates at a common potential.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import eigvalsh, eigh
from scipy.special import zeta

alpha = const.fine_structure
c = 1.0 / alpha
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
ohm_per_au = const.hbar / const.e**2
Z0_ohm = const.physical_constants["characteristic impedance of vacuum"][0]
Z0 = Z0_ohm / ohm_per_au
assert abs(Z0 / (4 * np.pi * alpha) - 1) < 1e-8

# ---------- Mirror: transverse energy from the sum over modes ----------
# s = 2 k z; direction integral of mu^2 cos(s mu), mu = cosine to the normal.
s = np.linspace(0.0, 1200.0, 12001)
node, weight = np.polynomial.legendre.leggauss(800)
mu, wmu = 0.5 * (node + 1), 0.5 * weight
angular = 2 * (np.cos(np.outer(s, mu)) @ (wmu * mu**2))


def transverse_factor_modes(b):
    """Transverse energy / [alpha/(4 pi z^2)], b = 2 w0 z/c, cutoff removed."""
    cutoffs = np.array([0.03, 0.06, 0.09, 0.12])
    matter_factor = np.ones_like(s) if b == 0 else s / (s + b)
    values = [-0.5 * simpson(s * matter_factor * angular * np.exp(-e * s), x=s)
              for e in cutoffs]
    return np.polyfit(cutoffs, values, 3)[-1]


def transverse_factor_cp(b):
    """Same factor from the Casimir-Polder integral minus its static part."""
    def integrand(x):
        f = np.exp(-2 * x) * (1 + 2 * x + 2 * x * x)
        return -(f - 1) / (x * x + b * b / 4)
    return (quad(integrand, 0, 1, limit=200)[0]
            + quad(integrand, 1, np.inf, limit=200)[0])


factor_zero = transverse_factor_modes(0.0)
assert abs(factor_zero - 1) < 1e-3
factor_one = transverse_factor_modes(1.0)
assert abs(factor_one - transverse_factor_cp(1.0)) < 1e-3
# Far away the transverse part cancels most of the image energy.
cancelled = transverse_factor_modes(20.0) * 20.0 / np.pi
assert abs(cancelled - (1 - 6 / (20 * np.pi))) < 0.02

w0 = 0.1
var_x = 1 / (2 * w0)


def image_dipole(z):
    return -1 / (8 * w0 * z**3)


def transverse(z):
    return transverse_factor_cp(2 * w0 * z / c) * alpha / (4 * np.pi * z**2)


def image_full(z):
    """Mean image energy of the Gaussian electron cloud and fixed +1 charge."""
    h, wh = np.polynomial.hermite.hermgauss(20)
    t, wt = np.polynomial.laguerre.laggauss(20)
    height = np.sqrt(2 * var_x) * h[:, None]
    rho2 = 2 * var_x * t[None, :]
    energy = (-1 / (4 * (z + height)) - 1 / (4 * z)
              + 1 / np.sqrt(rho2 + (2 * z + height)**2))
    return np.sum(wh[:, None] * wt[None, :] * energy) / np.sqrt(np.pi)


z_near = 20.0
es_near, tr_near, full_near = (image_dipole(z_near), transverse(z_near),
                               image_full(z_near))
tr_leading = alpha / (4 * np.pi * z_near**2)
assert abs(tr_near / tr_leading - 1) < 0.01
assert abs(image_full(80.0) / image_dipole(80.0) - 1) < 0.003
assert abs(full_near - es_near) > tr_near

# ---------- Plates: image energy of a centred normal dipole ----------


def induced_green(z1, z2):
    """Induced potential of a unit charge between grounded plates, gap 1."""
    def integrand(k):
        return ((np.exp(-k) * np.cosh(k * (z1 - z2))
                 - np.cosh(k * (z1 + z2 - 1))) / np.sinh(k))
    return quad(integrand, 0, 60, epsabs=1e-12, epsrel=1e-12, limit=300)[0]


size = 0.02
charges = [(0.5 + size / 2, 1 / size), (0.5 - size / 2, -1 / size)]
plate_energy = 0.5 * sum(q1 * q2 * induced_green(a1, a2)
                         for a1, q1 in charges for a2, q2 in charges)
assert abs(plate_energy / (-2 * zeta(3)) - 1) < 1e-3

# ---------- General matter: double well in a gap, two gauges ----------
gap_dw, well_pos, barrier = 24.0, 5.0, 0.05
n_matter, n_photon = 36, 28
x = 0.5 * gap_dw * np.polynomial.legendre.leggauss(160)[0]
wx = 0.5 * gap_dw * np.polynomial.legendre.leggauss(160)[1]
wave = np.arange(1, n_matter + 1)[:, None] * np.pi / gap_dw
phi = np.sqrt(2 / gap_dw) * np.sin(wave * (x + gap_dw / 2))
dphi = np.sqrt(2 / gap_dw) * wave * np.cos(wave * (x + gap_dw / 2))
potential = barrier * ((x / well_pos)**2 - 1)**2
h_matter = 0.5 * (dphi * wx) @ dphi.T + (phi * wx * potential) @ phi.T
x1 = (phi * wx * x) @ phi.T
x2 = (phi * wx * x**2) @ phi.T
deriv = (phi * wx) @ dphi.T
levels, vectors = eigh(h_matter)
var_dw = vectors[:, 0] @ x2 @ vectors[:, 0]
splitting = levels[1] - levels[0]
lower = np.diag(np.sqrt(np.arange(1, n_photon)), 1)
number = np.diag(np.arange(n_photon) + 0.5)
id_m, id_p = np.eye(n_matter), np.eye(n_photon)


def shifts_two_gauges(Z, wc):
    amp = np.sqrt(Z / 2)
    bare = np.kron(h_matter, id_p) + wc * np.kron(id_m, number)
    flux2 = 2 * number - lower @ lower - lower.T @ lower.T
    h_flux = (bare - amp / gap_dw * np.kron(deriv, lower - lower.T)
              + amp**2 / (2 * gap_dw**2) * np.kron(id_m, flux2))
    h_charge = (bare - wc * amp / gap_dw * np.kron(x1, lower + lower.T)
                + Z * wc / (2 * gap_dw**2) * np.kron(x2, id_p))
    ground = levels[0] + wc / 2
    return [eigvalsh(h, subset_by_index=[0, 0])[0] - ground
            for h in (h_flux, h_charge)]


dw_rows = []
for ratio, wc_test in [(1, 0.1), (300, 0.1), (30, 0.002), (1, 5.0)]:
    Z = ratio * Z0
    in_flux, in_charge = shifts_two_gauges(Z, wc_test)
    bound_a = Z / (4 * gap_dw**2)
    bound_b = Z * wc_test * var_dw / (2 * gap_dw**2)
    assert abs(in_flux / in_charge - 1) < 2e-3
    assert 0 < in_charge < min(bound_a, bound_b)
    dw_rows.append((ratio, wc_test, in_charge, bound_a, bound_b))
# A fast mode leaves only the A^2 energy, so the first bound is approached.
assert dw_rows[3][2] / dw_rows[3][3] > 0.95

# ---------- Harmonic matter: normal modes and closed formula ----------
gap, wc = 40.0, 0.1


def shift_modes(Z, n_el=1, wc=wc):
    """Zero-point energy change from the coupled-oscillator matrix."""
    wp = np.sqrt(Z * wc) / gap
    m = np.full((n_el + 1, n_el + 1), wp**2) + w0**2 * np.eye(n_el + 1)
    m[0, :] = m[:, 0] = -wc * wp
    m[0, 0] = wc**2
    return 0.5 * (np.sum(np.sqrt(np.linalg.eigvalsh(m))) - n_el * w0 - wc)


def shift_formula(Z, n_el=1):
    total = w0 + wc
    return 0.5 * (np.sqrt(total**2 + n_el * Z * wc / gap**2) - total)


def impedance_for(shift):
    total = w0 + wc
    return ((2 * shift + total)**2 - total**2) * gap**2 / wc


for ratio, n_el in [(1, 1), (1000, 1), (1000, 50)]:
    assert abs(shift_modes(ratio * Z0, n_el)
               / shift_formula(ratio * Z0, n_el) - 1) < 1e-6
many = 50
per_one = shift_modes(1000 * Z0)
per_many = shift_modes(1000 * Z0, many) / many
assert per_many < per_one
# Open circuit: mode frequency to zero at fixed capacitance.
inv_cap = 10.0
slow = 1e-5
open_shift = shift_modes(inv_cap / slow, wc=slow)
static_shift = 0.5 * (np.sqrt(w0**2 + inv_cap / gap**2) - w0)
assert abs(open_shift / static_shift - 1) < 1e-3

shift_z0 = shift_modes(Z0)
bound_z0 = Z0 / (4 * gap**2)
es_plates = -2 * zeta(3) * var_x / gap**3
Z_equal = impedance_for(abs(es_plates))
Z_strong = impedance_for(w0)
assert abs(shift_modes(Z_equal) / abs(es_plates) - 1) < 1e-6
assert abs(shift_modes(Z_strong) / w0 - 1) < 1e-6

# ---------- Empty cubic box, side 1: impedance of its lowest mode ----------
g, wg = np.polynomial.legendre.leggauss(30)
u, wu = 0.5 * (g + 1), 0.5 * wg
ww = np.outer(wu, wu)
sx, cx = np.sin(np.pi * u), np.cos(np.pi * u)
field2 = np.sum(ww * np.outer(sx, sx)**2)
curl2 = np.pi**2 * np.sum(ww * (np.outer(cx, sx)**2 + np.outer(sx, cx)**2))
box_ratio = 1 / (np.sqrt(curl2 / field2) * field2)
assert abs(box_ratio - 4 / (np.pi * np.sqrt(2))) < 1e-10

# ---------- Output ----------
print(f"fine-structure constant: {alpha:.7f}")
print(f"impedance unit hbar/e^2: {ohm_per_au:.2f} ohm")
print(f"vacuum impedance Z0: {Z0_ohm:.2f} ohm = {Z0:.5f} hbar/e^2")
print(f"matter frequency w0: {w0:.3f} hartree = {w0*hartree_ev:.3f} eV")
print(f"rms displacement per axis: {np.sqrt(var_x):.4f} bohr")
print("MIRROR")
print(f"mode sum / [alpha/(4 pi z^2)], static limit: {factor_zero:.5f}")
print(f"same factor at 2 w0 z/c = 1, mode sum: {factor_one:.5f}")
print(f"same, Casimir-Polder: {transverse_factor_cp(1.0):.5f}")
print(f"image part cancelled at 2 w0 z/c = 20: {cancelled:.4f}")
for z in (20.0, 200.0, 2000.0):
    es, tr = image_dipole(z), transverse(z)
    print(f"z = {z:.0f} bohr = {z*bohr_nm:.3f} nm, w0 z/c = {w0*z/c:.5f}")
    print(f"  image energy: {es:.4e} hartree")
    print(f"  transverse energy: {tr:.4e} hartree")
    print(f"  transverse/|image|: {tr/abs(es):.5f}")
print(f"image energy at 20 bohr: {es_near*hartree_ev*1e3:.4f} meV")
print(f"transverse at 20 bohr: {tr_near*hartree_ev*1e3:.5f} meV")
print(f"full-cloud image energy, 20 bohr: {full_near:.4e} hartree")
print(f"finite-size part, 20 bohr: {full_near-es_near:.3e} hartree")
print("GAP MODE, HARMONIC ELECTRON")
print(f"gap: {gap:.1f} bohr; mode frequency: {wc:.3f} hartree")
print(f"plate image energy: {es_plates:.4e} hartree")
print(f"mode shift at Z0: {shift_z0:.4e} hartree")
print(f"  = {shift_z0*hartree_ev*1e3:.4f} meV")
print(f"bound Z0/(4 d^2): {bound_z0:.4e} hartree")
print(f"mode shift/|plate image| at Z0: {shift_z0/abs(es_plates):.5f}")
print(f"Z for shift = |plate image|: {Z_equal/Z0:.2f} Z0")
print(f"  = {Z_equal*ohm_per_au/1e3:.2f} kohm")
print(f"Z for shift = w0: {Z_strong/Z0:.0f} Z0")
print(f"  = {Z_strong*ohm_per_au/1e6:.3f} Mohm")
print(f"shift per electron, 1000 Z0, N=1: {per_one:.4e} hartree")
print(f"shift per electron, 1000 Z0, N={many}: {per_many:.4e} hartree")
print(f"open circuit, 1/C = {inv_cap:.0f} a.u.: {open_shift:.5e} hartree")
print(f"  static charging result: {static_shift:.5e} hartree")
print("GENERAL BOUNDS")
print(f"largest shift/wc at Z0: {Z0/8:.5f}")
print(f"least Z for shift = wc: {8/Z0:.2f} Z0 = {8*ohm_per_au/1e3:.2f} kohm")
print(f"cubic-box mode impedance: {box_ratio:.4f} Z0")
print(f"double well: gap {gap_dw:.0f} bohr, minima +-{well_pos:.0f} bohr")
print(f"  barrier {barrier:.3f} hartree, splitting {splitting:.3e} hartree")
print(f"  rms position: {np.sqrt(var_dw):.4f} bohr")
print("Z/Z0, wc, shift, bound Z/4d^2, bound Var(x) (hartree):")
for ratio, f, de, ba, bb in dw_rows:
    print(f"  {ratio:4d} {f:6.3f} {de:.3e} {ba:.3e} {bb:.3e}")
print("PASS")
```

Output:

```
fine-structure constant: 0.0072974
impedance unit hbar/e^2: 4108.24 ohm
vacuum impedance Z0: 376.73 ohm = 0.09170 hbar/e^2
matter frequency w0: 0.100 hartree = 2.721 eV
rms displacement per axis: 2.2361 bohr
MIRROR
mode sum / [alpha/(4 pi z^2)], static limit: 1.00003
same factor at 2 w0 z/c = 1, mode sum: 0.83342
same, Casimir-Polder: 0.83339
image part cancelled at 2 w0 z/c = 20: 0.9060
z = 20 bohr = 1.058 nm, w0 z/c = 0.01459
  image energy: -1.5625e-04 hartree
  transverse energy: 1.4504e-06 hartree
  transverse/|image|: 0.00928
z = 200 bohr = 10.584 nm, w0 z/c = 0.14595
  image energy: -1.5625e-07 hartree
  transverse energy: 1.3995e-08 hartree
  transverse/|image|: 0.08957
z = 2000 bohr = 105.835 nm, w0 z/c = 1.45947
  image energy: -1.5625e-10 hartree
  transverse energy: 8.3873e-11 hartree
  transverse/|image|: 0.53679
image energy at 20 bohr: -4.2518 meV
transverse at 20 bohr: 0.03947 meV
full-cloud image energy, 20 bohr: -1.6251e-04 hartree
finite-size part, 20 bohr: -6.262e-06 hartree
GAP MODE, HARMONIC ELECTRON
gap: 40.0 bohr; mode frequency: 0.100 hartree
plate image energy: -1.8782e-04 hartree
mode shift at Z0: 7.1639e-06 hartree
  = 0.1949 meV
bound Z0/(4 d^2): 1.4328e-05 hartree
mode shift/|plate image| at Z0: 0.03814
Z for shift = |plate image|: 26.24 Z0
  = 9.89 kohm
Z for shift = w0: 20938 Z0
  = 7.888 Mohm
shift per electron, 1000 Z0, N=1: 6.9244e-03 hartree
shift per electron, 1000 Z0, N=50: 3.7146e-03 hartree
open circuit, 1/C = 10 a.u.: 1.37367e-02 hartree
  static charging result: 1.37377e-02 hartree
GENERAL BOUNDS
largest shift/wc at Z0: 0.01146
least Z for shift = wc: 87.24 Z0 = 32.87 kohm
cubic-box mode impedance: 0.9003 Z0
double well: gap 24 bohr, minima +-5 bohr
  barrier 0.050 hartree, splitting 3.094e-02 hartree
  rms position: 3.8093 bohr
Z/Z0, wc, shift, bound Z/4d^2, bound Var(x) (hartree):
     1  0.100 2.831e-05 3.980e-05 1.155e-04
   300  0.100 8.074e-03 1.194e-02 3.465e-02
    30  0.002 6.513e-05 1.194e-03 6.931e-05
     1  5.000 3.940e-05 3.980e-05 5.775e-03
PASS
```
